When the r-centroid approximation is exact, and when it fails

**Question**

I am computing band intensities for a diatomic molecule and want to replace the vibrational integral of the transition moment by the r-centroid approximation,

∫ χ′ m(r) χ″ dr ≈ m(r̄) S,  S = ∫ χ′χ″ dr,  r̄ = (1/S) ∫ χ′ r χ″ dr.

Here χ′ and χ″ are the upper and lower vibrational functions and m(r) is the electronic transition moment. I have been told that this is fine for a slowly varying m(r) but untrustworthy for weak bands. I can't turn that into a statement I could prove.

My test case has two Morse wells and two moments, one linear and one quadratic in r. Is the approximation exact for the linear one, even if S is tiny? What is the error for the quadratic one? And does a small overlap really cause the failure, given that r̄ itself has S in its denominator?

**Answer**

For the linear moment the approximation is exact whenever S ≠ 0, however small S is. For the quadratic moment the error can be written in closed form. It need not vanish with S, and it may even diverge. Which of these happens depends on a second integral as well as on S.

**The error for any pair of states**

Take χ′ and χ″ real and normalized, and assume S ≠ 0. Choose a reference distance r₀ and write x = r − r₀. Define

X = ∫ χ′ x χ″ dr,  Q = ∫ χ′ x² χ″ dr,  x̄ = X/S,

so that r̄ = r₀ + x̄. Let M be the true integral of the moment. For m = m₀ + m₁x,

M = m₀S + m₁X = (m₀ + m₁x̄) S = m(r̄) S.

The first equality is linearity of the integral; the second is X = x̄S. The shapes of the wells play no part. If S = 0, r̄ does not exist, but the true moment does: it is m₁X. A band with zero overlap can therefore still have intensity.

For m = m₀ + m₁x + m₂x², expand about the centroid. A quadratic polynomial has no terms beyond the second, so

m(r) = m(r̄) + (m₁ + 2m₂x̄)(r − r̄) + m₂(r − r̄)².

Multiply by χ′χ″ and integrate. The middle term gives zero, because ∫ χ′(r − r̄)χ″ dr = r̄S − r̄S. In the last term,

∫ χ′(r − r̄)²χ″ dr = Q − 2x̄X + x̄²S = Q − x̄²S = κS,

κ = Q/S − x̄².

Hence

M = [m(r̄) + m₂κ] S,

and the approximate value minus the true one is

E = m(r̄)S − M = −m₂κS = m₂(X²/S − Q).

The quantity κ looks like a variance, with χ′χ″/S as the weight. The weight integrates to one, but it is a probability density only if χ′χ″ keeps one sign. Otherwise κ can be negative or very large. It does not depend on r₀, m₀ or m₁.

Provided M ≠ 0, the ratio of approximate to true moment is

m(r̄)S/M = m(r̄)/[m(r̄) + m₂κ].

The approximation is thus good when |m₂κ| is much smaller than |m(r̄)|. That is the precise meaning of "slowly varying" for a quadratic moment.

Now let S → 0 while X and Q stay finite. There are two cases of interest:

1. If X tends to a nonzero value, r̄ runs off to infinity and E diverges as m₂X²/S. The true moment stays finite.
2. If X vanishes along with S so that x̄ stays finite, m(r̄)S tends to zero. The true moment tends to m₂Q. If Q ≠ 0, the approximation misses all of it, but nothing diverges.

If Q also vanishes along with S, so that both x̄ and κ stay finite, the small overlap does no harm by itself: the ratio above does not contain S.

**The Morse functions**

To see whether the first case occurs, take

V(r) = D(1 − e^{−a(r−rₑ)})²

for each state, without rotation. Let μ be the reduced mass, and set

λ = √(2μD)/(aħ),  y = 2λe^{−a(r−rₑ)}.

Since d/dr = −a y d/dy, dividing the Schrödinger equation by ħ²a²/(2μ) = D/λ² gives

(y d/dy)²χ = [λ²(1 − y/2λ)² − λ²ε/D]χ = [s² − λy + y²/4]χ,

where ε is the energy and s² = λ²(1 − ε/D). Put χ = y^s e^{−y/2} f(y). Each operator y d/dy then acts on f as s − y/2 + y d/dy. Applying this twice gives

(s − y/2)²f + 2(s − y/2)y df/dy − (y/2)f + y² d²f/dy² + y df/dy.

Set this equal to (s² − λy + y²/4)f, cancel s² and y²/4, and divide by y:

y d²f/dy² + (2s + 1 − y) df/dy + (λ − s − ½) f = 0.

A polynomial of degree v requires λ − s − ½ = v, because the coefficient of its highest power must vanish. So s = λ − v − ½, with s > 0 for a bound state. The two functions needed below are

v = 0: f = 1, s = λ − ½,

v = 1: f = 2λ − 2 − y, s = λ − 3/2.

The second follows by substitution: with 2s + 1 = 2λ − 2 the equation becomes −(2λ − 2 − y) + (2λ − 2 − y) = 0. A positive factor N normalizes each function, and both are positive at large r, where y → 0. I let r run over the whole line. This is harmless if the functions are negligible at r ≤ 0, as they are in the example below.

From here on both wells have the same a. The general error formula did not need this, but the closed forms do.

**The 0-0 band**

Write y′ = β′e^{−ar} and y″ = β″e^{−ar}, where β = 2λe^{arₑ} for each well. The two exponentials in χ′χ″ combine into e^{−u} if

u = γe^{−ar},  γ = (β′ + β″)/2.

Then r = (ln γ − ln u)/a and |dr| = du/(au). The powers of y′ and y″ combine into u^σ with σ = s′ + s″ = λ′ + λ″ − 1, so

χ′χ″ dr ∝ u^{σ−1}e^{−u} du.

The integral of this weight is Γ(σ). Differentiating Γ(σ) under the integral sign brings down powers of ln u:

∫ u^{σ−1}e^{−u} ln u du = Γ(σ)ψ(σ),

∫ u^{σ−1}e^{−u} (ln u)² du = Γ(σ)[ψ(σ)² + ψ₁(σ)].

Here ψ = d(ln Γ)/dσ is the digamma function and ψ₁ = dψ/dσ the trigamma function. The mean of ln u is ψ and its variance is ψ₁. Therefore

r̄ = [ln γ − ψ(σ)]/a,  κ = ψ₁(σ)/a².

The product χ′χ″ is positive here, and κ is a true variance. For large σ, ψ₁(σ) ≈ 1/σ, so κ ≈ 1/(σa²): at a given a, κ is small for deep wells that hold many levels.

**The 1-0 band**

Now v′ = 1 and v″ = 0. The exponent sum is σ = λ′ + λ″ − 2, and the weight acquires the factor

2λ′ − 2 − y′ = A − bu,  A = 2λ′ − 2,  b = β′/γ.

Let J₀, J₁ and J₂ be the integrals of u^{σ−1}e^{−u}(A − bu) times 1, ln u and (ln u)². The term in bu raises σ by one, so we need

Γ(σ+1) = σΓ(σ),  ψ(σ+1) = ψ(σ) + 1/σ,  ψ₁(σ+1) = ψ₁(σ) − 1/σ².

The second and third relations come from differentiating the logarithm of the first. With g = A − bσ, and ψ, ψ₁ taken at σ,

J₀ = Γ(σ)(A − bσ) = Γ(σ) g,

J₁ = Γ(σ)[Aψ − bσ(ψ + 1/σ)] = Γ(σ)[gψ − b],

J₂ = Γ(σ)[A(ψ² + ψ₁) − bσ(ψ² + 2ψ/σ + ψ₁)] = Γ(σ)[g(ψ² + ψ₁) − 2bψ].

In J₂ the two terms in 1/σ² have cancelled. The mean of ln u is J₁/J₀ = ψ − b/g, and its "variance" is

J₂/J₀ − (J₁/J₀)² = ψ² + ψ₁ − 2bψ/g − (ψ − b/g)² = ψ₁ − b²/g².

So

S = Cg,  r̄ = [ln γ − ψ + b/g]/a,  κ = [ψ₁ − b²/g²]/a²,

where C > 0 collects Γ(σ), 1/a, the normalization factors and the positive powers of β′/γ and β″/γ.

The overlap vanishes when g = 0. At that point the constants in r contribute nothing to X, since they multiply S. What remains is −1/a times the integral with ln u, which gives

X = Cb/a > 0.

For these wells the overlap zero of the 1-0 band therefore belongs to the first case: the centroid must diverge. Physically, the positive and negative parts of χ′χ″ have equal areas but different mean positions. Their sum is zero, while their first moment is not.

To locate the zero, insert b = 2β′/(β′ + β″) into A = bσ:

(λ′ − 1)(β′ + β″) = β′(λ′ − 1 + λ″ − 1),

(λ′ − 1)β″ = (λ″ − 1)β′.

Since β′/β″ = (λ′/λ″)e^{a(rₑ′−rₑ″)}, the zero lies at rₑ′ − rₑ″ = Δ₀ with

Δ₀ = (1/a) ln{λ″(λ′ − 1)/[λ′(λ″ − 1)]}.

Let rₑ′ − rₑ″ = Δ₀ + δ. Then β″/β′ = [(λ″ − 1)/(λ′ − 1)]e^{−aδ}, and

g/b = A/b − σ = (λ′ − 1)(1 + β″/β′) − (λ′ − 1) − (λ″ − 1)

= −(λ″ − 1)(1 − e^{−aδ}).

For small |δ| the diverging part of r̄ is b/(ag) ≈ −1/[a²(λ″ − 1)δ].

The formula for κ contains a trap as well. It vanishes when |g/b| = 1/√ψ₁, which for δ > 0 means

δ* = −(1/a) ln{1 − 1/[(λ″ − 1)√ψ₁(σ)]},

provided the argument of the logarithm is positive. There the quadratic moment is reproduced exactly, although χ′χ″ changes sign. Good agreement in one band therefore says little about the next.

**Numbers for a model molecule**

I take round parameters: reduced mass 8 u, a = 2 Å⁻¹ in both wells, D″ = 40000 cm⁻¹, D′ = 25000 cm⁻¹, rₑ″ = 1.30 Å and rₑ′ = 1.42 Å. The moment has m₀ = 1 D, m₁ = 2 D/Å and m₂ = 5 D/Å², with r₀ = 1.36 Å; the linear case omits m₂. With ħ²/(2μ) = 2.1072 cm⁻¹ Å²,

λ″ = √(40000/2.1072)/2 = 68.89,  λ′ = √(25000/2.1072)/2 = 54.46.

At r = 0 both y′ and y″ are near 1900, so e^{−y/2} makes the functions negligible there. I evaluated the integrals by summing the analytic Morse functions on a fine uniform grid. Of the 16 bands with v′ and v″ from 0 to 3, these show the pattern. The last column is the approximate quadratic moment divided by the true one.

band | S | r̄ (Å) | κ (Å²) | ratio
0-0 | 0.410 | 1.363 | 0.0021 | 0.990
0-1 | 0.579 | 1.401 | 0.0009 | 0.996
1-1 | −0.320 | 1.365 | −0.0032 | 1.016
2-3 | −0.214 | 1.408 | −0.0077 | 1.036
3-3 | −0.194 | 1.395 | 0.0091 | 0.959
1-2 | 0.132 | 1.422 | 0.0137 | 0.944
2-1 | −0.026 | 1.400 | 0.0540 | 0.801

Among the 16 bands, those with |S| above 0.3 have moments within 1.6% of the true value. The worst is 2-1, which also has the smallest overlap. The trend is not strictly monotonic, however: the 2-0 band (not listed), with |S| = 0.482, has ratio 1.0004, closer to one than the 0.996 of 0-1 with |S| = 0.579, so S alone cannot rank the errors. A small overlap need not spoil the approximation at all. For the 0-0 band κ = ψ₁(σ)/a² does not depend on rₑ′ − rₑ″, and moving rₑ′ to 1.70 Å lowers S to about 6 × 10⁻⁵ while the ratio is 0.993.

Take 2-1 in detail. Here x̄ = 1.3999 − 1.36 = 0.0399 Å and S = −0.02637. For the linear moment,

m(r̄)S = (1 + 2 × 0.0399)(−0.02637) = −0.0285 D,

which is the true value, as it must be. For the quadratic moment,

m(r̄)S = (1 + 0.0798 + 5 × 0.0399²)(−0.02637) = −0.0287 D,

whereas the true value is −0.0358 D. The difference agrees with

E = −m₂κS = −5 × 0.0540 × (−0.02637) = 0.0071 D.

The intensity, which goes as the square of the moment, comes out at 0.64 of its true value.

Notice that r̄ = 1.400 Å looks entirely reasonable. With r₀ = 1.36 Å, X is small too: X = x̄S ≈ −0.0011 Å. The term X²/S is about −0.00004 Å², while Q = (κ + x̄²)S ≈ −0.0015 Å². With this r₀, which lies close to r̄, nearly all the error is the missing m₂Q. The split between the two terms depends on r₀, but their sum −m₂κS does not. The band is not a true instance of the second case: its overlap vanishes at rₑ′ ≈ 1.422 Å with X ≈ −0.0016 Å, so the centroid diverges there too. At rₑ′ = 1.42 Å, κ is already large while r̄ is still ordinary. A sensible centroid is no guarantee of a sensible moment.

**Approaching an overlap zero**

To see the divergence, keep everything else fixed and move rₑ′ so that the 1-0 overlap passes through zero. The formula gives

Δ₀ = ½ ln[(68.89 × 53.46)/(54.46 × 67.89)] ≈ −0.0020 Å.

At this point X = 0.04226 Å and Q = −0.00428 Å². The true moments are

linear: 2 × 0.04226 = 0.0845 D,

quadratic: 0.0845 + 5 × (−0.00428) = 0.0631 D.

Neither is zero. Moving away from the zero by δ gives, for the quadratic moment:

δ (Å) | S | r̄ (Å) | true (D) | centroid (D)
0.1 | −0.574 | 1.315 | −0.529 | −0.528
0.03 | −0.318 | 1.196 | −0.234 | −0.256
0.01 | −0.113 | 0.942 | −0.040 | −0.117
0.003 | −0.034 | 0.080 | 0.032 | −0.228
0.001 | −0.011 | −2.38 | 0.053 | −0.726
0.0001 | −0.0011 | −35.5 | 0.062 | −7.72

The centroid leaves the molecule and then becomes negative. At δ = 0.0001 Å the predicted intensity is about 15000 times the true one. The limiting law accounts for the size of the error:

m₂X²/S = 5 × 0.04226²/(−0.001147) ≈ −7.8 D,

and the table gives −7.72 − 0.06 = −7.78 D. A quadratic moment can be evaluated formally at r = −35.5 Å; a real transition moment has no meaning there.

The true moment changes sign between δ = 0.01 and 0.003 Å. Near that point any relative error is large simply because its denominator is small, so the absolute error E is the better guide.

The linear moment survives even at δ = 0.0001 Å. With x̄ = −35.52 − 1.36 = −36.88 Å,

m(r̄)S = (1 − 73.76)(−0.001147) ≈ 0.083 D,

close to the 0.0845 D found at the zero itself. The absurd centroid and the tiny overlap compensate in the linear term. In the quadratic term x̄ enters twice and S once, so they do not.

For δ beyond δ*, κ stays between zero and ψ₁/a² ≈ 0.002 Å², so the error in the moment is about 1% at most. The row at δ = 0.1 Å does better still, because it lies near the accidental zero of κ. With σ = 121.35 and ψ₁(σ) ≈ 1/σ + 1/(2σ²) = 0.00827,

δ* = −½ ln[1 − 1/(67.89 × 0.0910)] ≈ 0.088 Å.

At δ*, the centroid value and the true quadratic moment are both −0.5292 D.

**Does a small overlap always make r̄ diverge?**

No. Two harmonic wells of equal frequency show the second case cleanly. Use dimensionless length and energy, with the upper well centred at +d/2 and the lower at −d/2. The kinetic energies cancel in the difference of the Hamiltonians, as do the terms in x² and d², leaving

H′ − H″ = ½(x − d/2)² − ½(x + d/2)² = −xd.

Any constant offset between the wells is left out of both Hamiltonians. Take the matrix element between χ′ and χ″, letting H′ act to the left and H″ to the right:

(v′ − v″)S = −dX,  so x̄ = −(v′ − v″)/d.

This stays finite however small S becomes, as long as d stays away from zero. For v′ = 2 and v″ = 1 the product of the normalized functions is

χ′χ″ = π^{−1/2}e^{−x²−d²/4}[2(x − d/2)² − 1](x + d/2).

At d = 2 the polynomial is 2x³ − 2x² − 3x + 1. Under the weight π^{−1/2}e^{−x²} the mean of x² is ½, that of x⁴ is ¾, and odd powers average to zero. Thus

S = e^{−1}(−2 × ½ + 1) = 0,

X = e^{−1}(2 × ¾ − 3 × ½) = 0,

Q = e^{−1}(−2 × ¾ + ½) = −e^{−1} ≈ −0.368.

As d → 2 the centroid tends to −½ and m(r̄)S tends to zero, but the true moment tends to −0.368 m₂. For a linear moment the true value also tends to zero, as exactness demands.

**What this means for your intensities**

If you have the wavefunctions and m(r), integrate m(r) directly. If you want to use centroids and m(r) is well described by a quadratic over the range of χ′χ″, first check that r̄ lies inside that range, since outside it the quadratic says nothing about m(r̄). Then compute κ and require |m₂κ| to be much smaller than |m(r̄)|. A ratio near one can mean complete failure: close to an overlap zero of the first kind, m₂κ ≈ −m₂x̄² and m(r̄) ≈ m₂x̄², so the ratio tends to one while the error diverges. Cubic and higher terms in m bring in higher moments of χ′χ″/S, which κ does not control and which can dominate in a weak band.

The same test matters when the method is run backwards, to infer m(r) from intensities. Dividing the true moment by S gives m(r̄) + m₂κ, which is then plotted at r̄ as if it were m(r̄). For the 2-1 band this gives −0.0358/(−0.02637) = 1.36 D, while the moment function at that distance is 1.09 D. The weak band would put a false bump in the inferred curve, at a perfectly ordinary value of r.
